# Cholesky pseudo-orbitals for Laplace-transformed MP2: rank, locality and their limits

**Q:** Atomic-orbital MP2 is supposed to exploit locality, but its sums run over all $N$ basis functions in all four positions. Canonical MP2 needs $o$ occupied and $v$ virtual orbitals, with $o+v=N$. Where does the larger dimension come from?

**A:** From removing the orbital energy denominator. Take a closed-shell Hartree–Fock reference with real orbitals, a positive gap, and linearly independent basis functions with overlap matrix $S$. Write $g=(ia|jb)$, $x=(ib|ja)$ and $\Delta=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j>0$. In the spin-orbital expression $-\tfrac14\sum|\langle ij||ab\rangle|^2/\Delta$, equal spins give $\tfrac12\sum(g-x)^2/\Delta$ and opposite spins give $\sum g^2/\Delta$, apart from the overall minus sign. Exchanging the labels $a,b$ shows that $\sum x^2/\Delta=\sum g^2/\Delta$, so

$$E_2=-\sum_{iajb}\frac{g(2g-x)}{\Delta}=-\int_0^\infty e(t)\,dt,\qquad e(t)=\sum_{iajb}g(2g-x)\,e^{-\Delta t}.$$

The second form uses $1/\Delta=\int_0^\infty e^{-\Delta t}dt$. The exponential factorizes over the four orbitals. With a level $\mu$ inside the gap, define

$$P_{\mu\mu'}=\sum_i C_{\mu i}e^{(\varepsilon_i-\mu)t}C_{\mu' i},\qquad Q_{\nu\nu'}=\sum_a C_{\nu a}e^{-(\varepsilon_a-\mu)t}C_{\nu' a}.$$

As a subscript, $\mu$ labels a basis function; in an exponent it is the level. Two occupied and two virtual factors occur, so the level cancels. It keeps all exponents negative.

Now expand both integrals in each product in basis functions, with primed labels for the first. The sum over $i$ joins $C_{\mu i}$ to $C_{\mu' i}$ and produces $P_{\mu\mu'}$; the other three sums act likewise:

$$e(t)=\sum_{\mu\nu\lambda\sigma}G_{\mu\nu\lambda\sigma}\,[2(\mu\nu|\lambda\sigma)-(\mu\sigma|\lambda\nu)],$$
$$G_{\mu\nu\lambda\sigma}=\sum_{\mu'\nu'\lambda'\sigma'}P_{\mu\mu'}Q_{\nu\nu'}P_{\lambda\lambda'}Q_{\sigma\sigma'}(\mu'\nu'|\lambda'\sigma').$$

The orbitals have disappeared, and $G$ has $N^4$ elements.

**Q:** $P$ and $Q$ are full $N\times N$ matrices. What is there to compress?

**A:** Their rank. Write $P=YY^T$ with $Y=C_o e^{(\varepsilon-\mu)t/2}$, where $C_o$ holds the occupied columns. If $Yz=0$, multiplication by $C_o^TS$ gives $e^{(\varepsilon-\mu)t/2}z=0$, because $C_o^TSC_o=1$. The exponentials are positive at finite $t$, so $z=0$ and the $o$ columns are independent. Moreover $Px=0$ implies $x^TPx=|Y^Tx|^2=0$, so $P$ and $Y^T$ have the same null space. Hence $P$ has rank $o$, and by the same argument $Q$ has rank $v$.

**Q:** Knowing the rank is not the same as finding the factors. Why should a Cholesky procedure, which is not told the number of orbitals, stop there?

**A:** Let $R$ be the current remainder, initially $P$. Choose the largest diagonal element $R_{pp}$ and form

$$\ell=\frac{Re_p}{\sqrt{R_{pp}}},\qquad R'=R-\ell\ell^T.$$

Three facts settle the matter.

First, $R'$ remains positive semidefinite. The Cauchy–Schwarz inequality for the form $R$ gives $(e_p^TRx)^2\le R_{pp}\,x^TRx$, and therefore
$$x^TR'x=x^TRx-\frac{(e_p^TRx)^2}{R_{pp}}\ge0.$$

Second, the rank falls by one. Every null vector of $R$ is a null vector of $R'$. In addition $R'e_p=Re_p-Re_p=0$, while $Re_p\neq0$. The null space has grown by at least one dimension. Subtracting a rank-one matrix cannot lower the rank by more than one, so the loss is one.

Third, the process cannot stall early. A positive semidefinite matrix obeys $|R_{ij}|\le\sqrt{R_{ii}R_{jj}}$, so if its diagonal vanishes, it vanishes altogether.

In exact arithmetic the procedure thus ends after $o$ steps with $P=LL^T$, and after $v$ steps with $Q=KK^T$. For a chain with $N=40$, $o=10$ and $v=30$, described below, the procedure at $t=0.5\,E_h^{-1}$ stopped after 10 and 30 steps. The smallest accepted pivots were $0.43$ and $0.25$; the largest remainder elements were about $10^{-16}$ and $10^{-15}$.

**Q:** These columns are not Hartree–Fock orbitals. Why is the energy unchanged?

**A:** Because $e(t)$ depends on the orbitals through $P$ and $Q$ alone. Insert $P_{\mu\mu'}=\sum_pL_{\mu p}L_{\mu'p}$ and $Q_{\nu\nu'}=\sum_rK_{\nu r}K_{\nu'r}$. With $p,q$ for occupied and $r,s$ for virtual pseudo-orbitals,

$$M_{prqs}=\sum_{\mu\nu\lambda\sigma}L_{\mu p}K_{\nu r}L_{\lambda q}K_{\sigma s}(\mu\nu|\lambda\sigma),$$
$$e(t)=\sum_{prqs}M_{prqs}(2M_{prqs}-M_{psqr}).$$

The factor $L_{\mu'p}$ enters the first integral and $L_{\mu p}$ the second, which is why two equal transformed tensors appear.

The relation to canonical orbitals is also explicit. The columns of $L$ lie in the span of $C_o$, on which $C_oC_o^TS$ acts as the identity. With $U=e^{-(\varepsilon-\mu)t/2}C_o^TSL$ this gives $YU=C_oC_o^TSL=L$. From $YUU^TY^T=YY^T$ and the independence of the columns of $Y$, $UU^T=1$. So $L$ is an orthogonal mixture of *scaled* canonical orbitals. Its columns are generally not orthonormal functions, since $L^TSL=U^Te^{(\varepsilon-\mu)t}U$, and they have no individual orbital energies. They serve one value of $t$ and must be rebuilt for the next.

**Q:** Then $Y$ does the same job. It has $o$ columns, it reproduces $P$, and it needs no factorization. What has Cholesky to do with localization?

**A:** The objection is correct as far as rank goes: rank fixes the number of columns and says nothing about their extent. Locality needs a separate argument, which starts from the form of a Cholesky column.

Let $B$ be the set of earlier pivots. By induction, each column found so far is a combination of the columns $P_{:,B}$, because it is a column of $P$ minus multiples of earlier columns. The part already removed therefore has the form $P_{:,B}XP_{B,:}$. The remainder vanishes on the rows and columns in $B$, as $R'e_p=0$ showed, and later steps preserve this. On the block $B,B$ we get $P_{BB}=P_{BB}XP_{BB}$. The rows $B$ of the factor form a triangular matrix with nonzero diagonal, so $P_{BB}$ is invertible and $X=P_{BB}^{-1}$. The next column, with pivot index $p$, is

$$\ell_k=\frac{P_{:,p}-P_{:,B}P_{BB}^{-1}P_{B,p}}{\sqrt{d_k}},\qquad d_k=P_{pp}-P_{p,B}P_{BB}^{-1}P_{B,p}.$$

If $P$ is short-ranged, the first term is local around $p$. The second is local too if $P_{BB}^{-1}$ is.

**Q:** The inverse of a sparse matrix is usually full. That second term could spread over the whole system.

**A:** It can be full and still decay. Let $A$ be the block of $P$ on all pivots, with eigenvalues in $[\lambda_1,\lambda_2]$, $\lambda_1>0$, and suppose first that $A_{ij}=0$ beyond distance $b$. Put $c=(\lambda_1+\lambda_2)/2$ and $A=c(1-W)$. The eigenvalues of $W$ lie between $-q$ and $q$, where

$$q=\frac{\lambda_2-\lambda_1}{\lambda_2+\lambda_1}<1,\qquad A^{-1}=\frac1c\sum_{n=0}^\infty W^n.$$

Each factor $W$ reaches at most a distance $b$, so $(W^n)_{ij}=0$ when $nb<d_{ij}$. The first term that can contribute is $n=m=\lceil d_{ij}/b\rceil$. Summing the geometric series from there,

$$|(A^{-1})_{ij}|\le\frac1c\,\frac{q^m}{1-q}=\frac{q^m}{\lambda_1},$$

because $c(1-q)=\lambda_1$. The blocks $P_{BB}$ are principal blocks of $A$; their Rayleigh quotients, and hence their eigenvalues, lie in the same interval, so the bound covers every step.

The denominator is safe as well. The vector with entries $-P_{BB}^{-1}P_{B,p}$ on $B$ and $1$ on $p$ has squared length at least one, and its quadratic form in $A$ equals $d_k$. Hence $d_k\ge\lambda_1$.

Real pseudo-densities have tails. If cutting $A$ to $\tilde A$ drops a part of norm $\delta$, then $A^{-1}-\tilde A^{-1}=A^{-1}(\tilde A-A)\tilde A^{-1}$ has norm at most $\delta/(\lambda_1\tilde\lambda_1)$, where $\tilde\lambda_1>0$ is the lowest eigenvalue of $\tilde A$. At a fixed cut this term does not shrink with distance. If $\delta\to0$ as $b$ grows, however, the cut may be chosen for each distance, for example $b\propto\sqrt{d_{ij}}$. The eigenvalues of $\tilde A$ lie within $\delta$ of those of $A$, so $q$ stays below one, and both $q^m$ and $\delta$ then vanish as $d_{ij}$ grows. Sufficient conditions for locality are thus a short-ranged pseudo-density and a well-conditioned pivot block, with constants that do not deteriorate as the system grows. Both conditions refer to coefficient matrices in the chosen basis. With diffuse, nearly linearly dependent functions they can fail even in a gapped molecule, and the columns then widen with system size.

**Q:** Show me a system where the condition fails. Otherwise it may be an empty precaution.

**A:** Take an open chain of $n$ sites, $n$ even, with alternating nearest-neighbour hops $-t_1,-t_2$, half filled, and consider $P$ at $t=0$. Reversing the sign of every orbital on odd sites turns occupied orbitals into empty ones. If $Z$ denotes this reversal, $P+ZPZ=1$. Between sites of the same sublattice $Z$ has no effect, so $2P_{ij}=\delta_{ij}$ there.

Every diagonal element is therefore $1/2$. Picking one site leaves the diagonal unchanged on its own sublattice and can only lower it on the other. With ties going to the lowest site number, all $n/2$ pivots fall on one sublattice. Their block is $\tfrac12$ times the identity, perfectly conditioned, and the column formula reduces to $\ell_k=\sqrt2\,P_{:,p}$. Locality now rests on the range of $P$ alone.

For equal hops there is no gap in the infinite chain. The occupied wave numbers are $|k|<\pi/2$, and

$$P_r=\int_{-\pi/2}^{\pi/2}\frac{dk}{2\pi}e^{ikr}=\frac{\sin(\pi r/2)}{\pi r}.$$

The weight of a column at odd distance $r$ is $2P_r^2=2/(\pi^2r^2)$. Multiplied by $r^2$ it is constant, so the second moment up to distance $D$ is about $2D/\pi^2$. The spread, defined as the root-mean-square width, grows as the square root of the length. From 100 to 400 sites this predicts a factor 2; the computed mean spreads are $3.87$ and $7.72$ sites, a factor $1.99$.

For $t_1>t_2$, label the cells by $r$. The elements between sublattices are, up to the sign convention of $k$,

$$P^{AB}_r=\frac12\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{ikr}\sqrt{\frac{t_1+t_2e^{ik}}{t_1+t_2e^{-ik}}}.$$

The root is the phase of $t_1+t_2e^{ik}$, which comes from the projector on the lower band. It is analytic for $|\mathrm{Im}\,k|<\ln(t_1/t_2)$. Shifting the integration line by $\kappa$ inside this strip gives a factor $e^{-\kappa|r|}$; the vertical sides cancel by periodicity. The elements decay exponentially, and the strip closes when the gap does. With hops $1.2$ and $0.8$ the mean spreads are $1.01$ and $1.02$ sites for the same two lengths.

In both cases the number of columns equals the rank. The gap makes the difference in locality, and it must be the gap of the actual chain: for $t_1<t_2$ the bulk is gapped, but two nearly degenerate end states close the gap, and columns near an end spread over both ends.

**Q:** That lattice has orthogonal functions and $t=0$. What happens with overlapping basis functions, virtual orbitals and a finite $t$?

**A:** Consider a one-dimensional model with wells $3.0$ bohr apart. Each contributes a potential $-3.0\,e^{-y^2/(2\cdot0.8^2)}\,E_h$, with $y$ in bohr measured from its centre, and holds two electrons. The repulsion is $e^{-y^2/2}\,E_h$ at separation $y$. Each well carries two functions $e^{-\alpha y^2}$ with $\alpha=2.0,\,0.6$ and two functions $y\,e^{-\alpha y^2}$ with $\alpha=1.5,\,0.5$ bohr$^{-2}$. Ten wells give $N=40$ and a Hartree–Fock gap of $1.400\,E_h$. All basis functions are normalized, and the level $\mu$ is placed at the middle of the gap; the pivot values, the pivot-block eigenvalues and the numbers of Cholesky columns at a finite threshold depend on both choices. Moving the level multiplies $P$ and $Q$ by constants, so it does not change the order in which pivot positions are chosen. Changing the normalization can, because scaling one basis function by $c$ divides its orbital coefficients by $c$ and therefore its diagonal element of $P$ or $Q$ by $c^2$.

At $t=0.5\,E_h^{-1}$ the mean spreads in bohr are:

| Wells | Type | Canonical | Cholesky |
|---|---|---:|---:|
| 5 | occupied | 4.22 | 0.633 |
| 10 | occupied | 8.45 | 0.637 |
| 5 | virtual | 4.49 | 1.147 |
| 10 | virtual | 8.72 | 1.159 |

Doubling the chain nearly doubles the canonical spreads and changes the Cholesky ones by about one percent or less. These are averages, so they do not exclude a longer tail on an individual column. The lowest eigenvalue of the pivot block moves from $0.410$ to $0.403$ for the occupied case and from $0.222$ to $0.220$ for the virtual one; conditioning hardly changes between these lengths. All of this holds at $t=0.5\,E_h^{-1}$. At larger $t$ the eigenvalues of $Q$ span many orders of magnitude, the virtual pivot block becomes ill-conditioned, and the columns with small pivots are wider: at $t=3.61\,E_h^{-1}$, keeping pivots down to $10^{-9}$ of the largest, the mean virtual spread rises from about $2.4$ to $3.2$ bohr between five and ten wells. The ten occupied pivots lie in ten different wells.

**Q:** Does your decay bound account for those small spreads, or does it merely point in the right direction?

**A:** It only points in the right direction: it concerns the inverse of the pivot block, not the range of $P$, and it is evaluated here for the occupied case alone. Cut the occupied pivot block of the ten-well chain to neighbouring wells, so $b$ is one well. Its extreme eigenvalues are $0.3958$ and $0.4704$, hence

$$q=\frac{0.4704-0.3958}{0.4704+0.3958}\approx0.086.$$

Two wells apart, an element of the cut inverse is at most $0.086^2/0.3958\approx0.019$; three wells apart, at most $0.0016$. The dropped tail has norm $0.0101$, so the inverse can change by at most $0.0101/(0.3958\times0.4027)\approx0.063$. The actual change is $0.051$ in norm. This exceeds the two-well bound, so at this cut the estimate does not establish how small the distant elements of the full inverse are. A larger $b$ reduces the dropped tail but makes the guaranteed decay slower per well. The spreads themselves are the direct evidence here.

**Q:** How much smaller is the problem, and is the energy really the same?

**A:** The tensor shrinks from $N^4$ to $o^2v^2$ elements:

$$\frac{N^4}{o^2v^2}=\left(\frac{40^2}{10\times30}\right)^2=\frac{2\,560\,000}{90\,000}\approx28.4.$$

Since $o+v=N$ implies $ov\le N^2/4$, this ratio is never below 16. At $t=0.5\,E_h^{-1}$ the canonical sum, the full basis-function contraction and the Cholesky form all give $e=0.046089765\,E_h^2$.

For the integral, use 24 Gauss–Legendre nodes $u$ on $(-1,1)$, mapped by

$$t=\frac{1+u}{(1-u)\Delta_{\min}},\qquad dt=\frac{2\,du}{(1-u)^2\Delta_{\min}},$$

with $\Delta_{\min}=2.800\,E_h$, twice the gap. If the quadrature reproduces every $1/\Delta$ with relative error at most $\eta$, the energy error is at most $\eta\sum|g(2g-x)|/\Delta$. Here $\eta=2.4\times10^{-8}$, and the bound is $2.3\times10^{-9}\,E_h$. Both the canonical sum and the Cholesky route give $E_2=-0.09228\,E_h$; they differ by $3\times10^{-10}\,E_h$. This is the second-order energy of the model in this basis, without higher-order correlation or the effect of missing basis functions.

**Q:** Canonical MP2 also has $o^2v^2$ integrals, and it transforms them once. You transform at every node. Where is the low scaling?

**A:** It does not come from the dimensions. A dense first transformation costs of order $oN^4$ operations at each node, so without screening this route is more expensive than canonical MP2. What locality adds is that many products of an occupied and a virtual pseudo-orbital are negligible.

Let $\rho_{pr}$ be such a product and suppose the interaction is positive, meaning $(\rho|\rho)\ge0$ for every $\rho$; the Gaussian repulsion qualifies because its Fourier transform is positive. Cauchy–Schwarz then gives

$$|M_{prqs}|\le\sqrt{M_{prpr}M_{qsqs}}.$$

Count the pairs with $\sqrt{M_{prpr}}>10^{-3}\,E_h^{1/2}$ at $t=0.5\,E_h^{-1}$. The scaled canonical orbitals keep 75 of 75 pairs for five wells and 299 of 300 for ten, a growth by $3.99$. The Cholesky pseudo-orbitals keep 67 and 167, a growth by $2.49$. If each occupied pseudo-orbital has a bounded number of partners, the count becomes proportional to length in a long chain. At five wells most pairs are still within reach, and two short chains cannot establish the asymptotic exponent.

This inequality also ignores the distance between the two pairs. Used alone, it leaves a number of integrals quadratic in the number of significant pairs; screening by that distance as well can reduce it further.

**Q:** Finite precision needs a threshold. Does the count still equal the rank?

**A:** Not necessarily. Suppose the procedure stops after $k$ steps, when no diagonal element of $R$ exceeds $\tau$. The $k$ pivot positions have zero diagonal, so

$$\|P-LL^T\|=\|R\|\le\mathrm{tr}\,R\le(N-k)\tau.$$

Among the $k+1$ leading eigenvectors of $P$ there is a normalized combination $x$ with $L^Tx=0$. It gives $\lambda_{k+1}(P)\le x^TPx=x^TRx\le(N-k)\tau$, with eigenvalues in descending order. So $k$ is at least the number of eigenvalues above $N\tau$. This is a numerical rank, and it depends on $t$.

At $t=3.61\,E_h^{-1}$ the virtual count is 30, 12 and 7 for $\tau=10^{-12}$, $10^{-4}$ and $10^{-2}$, while the occupied count stays at 10. At $t=148\,E_h^{-1}$ even the frontier orbitals carry a factor $e^{-0.700\times148}\approx10^{-45}$, and both counts are zero at all three thresholds. The exact ranks are still 10 and 30.

**Q:** Can I at least predict the sign of the truncation error?

**A:** Yes. Start with the direct part $2\sum M^2$. Regard it as a function of its four pseudo-density factors, linear in each. Write each as a retained part plus a remainder, both positive semidefinite, and expand. Every term is a sum of squares, because each part has its own real factor. Discarding the terms that contain a remainder can therefore only lower the direct part.

This argument does not cover the exchange part alone, but the total can also be written as a sum of squares. Append the factors of the remainders to $L$ and $K$ as further columns. Because $\sum M_{psqr}^2=\sum M_{prqs}^2$,

$$e(t)=\sum_{prqs}M_{prqs}^2+\tfrac12\sum_{prqs}(M_{prqs}-M_{psqr})^2.$$

Truncation keeps the terms whose four labels are all retained, a set closed under $r\leftrightarrow s$, and every discarded term is non-negative. So $e(t)$ can only fall, and with positive quadrature weights $E_2$ can only rise. In this example the total energy rises, relative to the result with $\tau=10^{-12}$, by $5.7\times10^{-9}\,E_h$ for $\tau=10^{-4}$ and by $4.6\times10^{-5}\,E_h$ for $\tau=10^{-2}$. The latter is $0.05\%$ of the correlation energy. The numerical output below lists the counts at further values of $t$.

## Table of computed values

```
Well spacing, depth, width: 3.0 bohr, 3.0 Eh, 0.8 bohr
Repulsion strength, range: 1.0 Eh, 1.0 bohr
Functions per well (power, exponent in bohr^-2): [(0, 2.0), (0, 0.6), (1, 1.5), (1, 0.5)]
10 wells: N, o, v = 40, 10, 30
HOMO, LUMO, gap (Eh): -1.00412 0.39599 1.40011
Highest virtual energy (Eh): 8.1117
Smallest, largest Delta (Eh): 2.8002 18.7297
Reference time t (1/Eh): 0.5; tight threshold: 1e-12
occupied: Cholesky count 10, smallest pivot 4.299e-01, remainder 1.1e-16
virtual: Cholesky count 30, smallest pivot 2.519e-01, remainder 1.0e-15
Occupied pivots, well numbers from 0: [0, 9, 4, 6, 2, 7, 3, 5, 1, 8]
5 wells, occupied mean spread (bohr): canonical 4.223, Cholesky 0.633
5 wells, virtual mean spread (bohr): canonical 4.485, Cholesky 1.147
5 wells, lowest pivot-block eigenvalue occ, virt: 0.4098 2.220e-01
5 wells, pairs with sqrt(ia|ia) > 0.001 Eh^1/2: canonical 75, Cholesky 67
10 wells, occupied mean spread (bohr): canonical 8.446, Cholesky 0.637
10 wells, virtual mean spread (bohr): canonical 8.716, Cholesky 1.159
10 wells, lowest pivot-block eigenvalue occ, virt: 0.4027 2.196e-01
10 wells, pairs with sqrt(ia|ia) > 0.001 Eh^1/2: canonical 299, Cholesky 167
Banded block: lambda1 0.3958, lambda2 0.4704, q 0.0862
Dropped tail norm 1.01e-02, change of inverse 5.09e-02
e(t) at t=0.1 (Eh^2): canonical 0.254908279, AO 0.254908279, Cholesky 0.254908279
e(t) at t=0.5 (Eh^2): canonical 0.046089765, AO 0.046089765, Cholesky 0.046089765
e(t) at t=1.0 (Eh^2): canonical 0.006555962, AO 0.006555962, Cholesky 0.006555962
Tensor elements: AO 2560000, Cholesky 90000, ratio 28.44
Quadrature points 24, eta 2.41e-08, bound 2.33e-09 Eh
MP2 energy, canonical (Eh): -0.092279919
MP2 energy, Cholesky (Eh): -0.092279919
Difference (Eh): -3.16e-10
t=0.0009 1/Eh: (occ, virt) counts at thresholds 1e-12, 1e-4, 1e-2: (10, 30) (10, 30) (10, 30)
t=0.3141 1/Eh: (occ, virt) counts at thresholds 1e-12, 1e-4, 1e-2: (10, 30) (10, 30) (10, 30)
t=0.9043 1/Eh: (occ, virt) counts at thresholds 1e-12, 1e-4, 1e-2: (10, 30) (10, 30) (10, 30)
t=3.6109 1/Eh: (occ, virt) counts at thresholds 1e-12, 1e-4, 1e-2: (10, 30) (10, 12) (10, 7)
t=148.0455 1/Eh: (occ, virt) counts at thresholds 1e-12, 1e-4, 1e-2: (0, 0) (0, 0) (0, 0)
Threshold 1e-04: energy error (Eh) 5.693e-09
Threshold 1e-02: energy error (Eh) 4.560e-05
Gapped lattice (hops 1.2, 0.8), spread at 100, 400 sites (sites): 1.006 1.020
Gapless lattice (hops 1, 1), spread at 100, 400 sites (sites): 3.870 7.716
```
